# Soft photons from a classical current: the Bloch–Nordsieck model

## Question

I am trying to understand soft-photon emission with a prescribed classical current $\mathbf j(\mathbf r,t)$ coupled to the quantized field. For a charge that changes its velocity, first-order perturbation theory gives me an emission probability proportional to $\int d\omega/\omega$ at low frequency. That integral diverges, so it cannot be a probability. But the classical formula for the radiated energy gives nothing strange.

Can the model be solved without perturbation theory? What is the final state of the field, how are the photon counts distributed, and what does a real detector register?

A concrete case would help: a compact bunch of 100 electrons reverses its velocity from $-0.1c$ to $+0.1c$ in about 1 ps.

## Answer

Yes, it can be solved, because a prescribed current drives each field mode as an external force drives a harmonic oscillator. Your integral turns out to be a mean number of photons, which may exceed one.

### Solving one mode

Use SI units, Coulomb gauge, a periodic box of volume $V$ and real polarization vectors $\boldsymbol\epsilon\perp\mathbf k$:

$$\mathbf A(\mathbf r)=\sum_{\mathbf k,\epsilon}\sqrt{\frac{\hbar}{2\varepsilon_0\omega V}}\;\boldsymbol\epsilon\left(a\,e^{i\mathbf k\cdot\mathbf r}+a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right),\qquad H=\sum\hbar\omega\,a^\dagger a-\int\mathbf j\cdot\mathbf A\,d^3r .$$

Terms without field operators are dropped, since they change only the overall phase. In the interaction picture $a\to a\,e^{-i\omega t}$, and each mode has

$$H_I=-\hbar\left(g\,a\,e^{-i\omega t}+g^*a^\dagger e^{i\omega t}\right),\qquad g(t)=\frac{1}{\sqrt{2\varepsilon_0\hbar\omega V}}\int\boldsymbol\epsilon\cdot\mathbf j\,e^{i\mathbf k\cdot\mathbf r}\,d^3r .$$

Try $U=e^{i\phi}D(\alpha)$, where

$$D(\alpha)=e^{\alpha a^\dagger-\alpha^*a}=e^{-|\alpha|^2/2}\,e^{\alpha a^\dagger}e^{-\alpha^*a}.$$

The second form holds because $[a,a^\dagger]=1$ is a number. When $D$ is differentiated, the last exponential produces a factor $-\dot\alpha^*a$ to the right of $e^{\alpha a^\dagger}$. It is moved to the left with $e^{\alpha a^\dagger}a=(a-\alpha)e^{\alpha a^\dagger}$:

$$\dot D=\left[-\tfrac12(\dot\alpha\alpha^*+\alpha\dot\alpha^*)+\dot\alpha a^\dagger-\dot\alpha^*(a-\alpha)\right]D
=\left[\dot\alpha a^\dagger-\dot\alpha^*a-i\,\mathrm{Im}(\dot\alpha\alpha^*)\right]D .$$

The Schrödinger equation requires $\dot U=-(i/\hbar)H_IU=i(g\,a\,e^{-i\omega t}+g^*a^\dagger e^{i\omega t})U$. The two agree if

$$\dot\alpha=i\,g^*e^{i\omega t},\qquad \dot\phi=\mathrm{Im}(\dot\alpha\alpha^*).$$

So the solution is exact within the model. Integrating from the vacuum, $\alpha=0$, gives

$$\alpha_{\mathbf k\epsilon}=\frac{i\,\boldsymbol\epsilon\cdot\mathbf J(\mathbf k,\omega)}{\sqrt{2\varepsilon_0\hbar\omega V}},\qquad \mathbf J=\int dt\int d^3r\;\mathbf j\,e^{i\omega t-i\mathbf k\cdot\mathbf r}.$$

### Photon statistics

Since $e^{-\alpha^*a}|0\rangle=|0\rangle$ and $(a^\dagger)^n|0\rangle=\sqrt{n!}\,|n\rangle$, the mode ends in the coherent state

$$D(\alpha)|0\rangle=e^{-|\alpha|^2/2}\sum_n\frac{\alpha^n}{\sqrt{n!}}|n\rangle,\qquad P(n)=e^{-|\alpha|^2}\frac{|\alpha|^{2n}}{n!}.$$

This is a Poisson distribution with mean $|\alpha|^2$. The modes are independent. For two of them, with means $N_1$ and $N_2$, the binomial theorem gives

$$\sum_m e^{-N_1-N_2}\frac{N_1^mN_2^{n-m}}{m!\,(n-m)!}=e^{-(N_1+N_2)}\frac{(N_1+N_2)^n}{n!}.$$

Adding modes one by one, the total count is Poissonian with mean $N=\sum|\alpha_{\mathbf k\epsilon}|^2$. First-order perturbation theory gives $N$ as the one-photon probability; the full result is $Ne^{-N}$.

### The current of a scattered charge

Take a charge $q$ on a prescribed path $\mathbf r(t)$, slow enough that $e^{-i\mathbf k\cdot\mathbf r(t)}$ can be replaced by 1 (the dipole approximation). Then $\mathbf J=q\int\mathbf v\,e^{i\omega t}dt$. This does not converge by itself, because the charge moves steadily before and after the collision and carries an attached field with it. Switching the current on and off slowly, with a factor $e^{-\eta|t|}$, removes that field and leaves the radiation. Integration by parts gives

$$\int\mathbf v\,e^{i\omega t-\eta|t|}dt=\frac{i}{\omega}\int e^{i\omega t-\eta|t|}\left[\mathbf a-\eta\,\mathrm{sgn}(t)\,\mathbf v\right]dt ,$$

where $\mathbf a=\dot{\mathbf v}$. For constant velocity on either side, the last term is of order $\eta v/\omega$; the brief departure from constant velocity adds only $\eta$ times a finite integral. Both vanish as $\eta\to0$ at fixed $\omega$, so

$$\mathbf J=\frac{iq}{\omega}\,\tilde{\mathbf a}(\omega),\qquad \tilde{\mathbf a}(\omega)=\int\mathbf a\,e^{i\omega t}dt .$$

The limit $\eta\to0$ is taken before any low-frequency limit.

The position $\mathbf r(t)$ grows without bound, so the dipole step needs a justification. With the phase kept, write $\mathbf n=\mathbf k/k$ and $\boldsymbol\beta=\mathbf v/c$. The same integration by parts gives, for the part transverse to $\mathbf n$,

$$\mathbf J_\perp=\frac{iq}{\omega}\int e^{i\omega(t-\mathbf n\cdot\mathbf r/c)}\,\frac{d}{dt}\!\left[\frac{\mathbf v_\perp}{1-\mathbf n\cdot\boldsymbol\beta}\right]dt .$$

Only the times of acceleration contribute, and $\mathbf r$ is small then if the origin is placed at the collision. The first corrections are linear in $\mathbf n\cdot\boldsymbol\beta$ and $\omega\,\mathbf n\cdot\mathbf r/c$. In $|\mathbf J_\perp|^2$ they are odd under $\mathbf n\to-\mathbf n$ and cancel in the angular integral. At frequencies up to about the inverse collision time, the remaining relative error is of order $\beta^2$.

### Mean number

Replace $\sum_{\mathbf k}$ by $V\int\omega^2d\omega\,d\Omega/(8\pi^3c^3)$. The polarization sum is $|\tilde{\mathbf a}|^2-|\mathbf n\cdot\tilde{\mathbf a}|^2$. Its angular integral is $4\pi(1-\tfrac13)|\tilde{\mathbf a}|^2=\tfrac{8\pi}{3}|\tilde{\mathbf a}|^2$, because $n_in_j$ averages to $\delta_{ij}/3$. Hence

$$\frac{dN}{d\omega}=\frac{\omega^2}{8\pi^3c^3}\cdot\frac{1}{2\varepsilon_0\hbar\omega}\cdot\frac{q^2}{\omega^2}\cdot\frac{8\pi}{3}|\tilde{\mathbf a}|^2=\frac{q^2|\tilde{\mathbf a}(\omega)|^2}{6\pi^2\varepsilon_0\hbar c^3\,\omega}.$$

At low frequency $\tilde{\mathbf a}\to\int\mathbf a\,dt=\Delta\mathbf v$, the net velocity change. Therefore

$$\frac{dN}{d\omega}\to\frac{A}{\omega},\qquad A=\frac{q^2|\Delta\mathbf v|^2}{6\pi^2\varepsilon_0\hbar c^3}.$$

If $\Delta\mathbf v\neq0$, the mean number above a cutoff $\omega_{\min}$ grows as $A\ln(1/\omega_{\min})$. As the cutoff goes to zero, $e^{-N}N^n/n!\to0$ for every fixed $n$: the probability of any given finite number of photons vanishes.

For your reversal take $v=u\,\mathrm{erf}(t/\tau)$, so $\Delta v=2u$ and $a=\Delta v\,e^{-t^2/\tau^2}/(\sqrt\pi\,\tau)$. Completing the square in the exponent gives $\tilde a=\Delta v\,e^{-\omega^2\tau^2/4}$. With $s=\omega^2\tau^2/2$ and $d\omega/\omega=ds/(2s)$,

$$N(>\omega_{\min})=A\int_{\omega_{\min}}^\infty e^{-\omega^2\tau^2/2}\frac{d\omega}{\omega}=\frac A2E_1\!\left(\frac{\omega_{\min}^2\tau^2}{2}\right),\qquad E_1(x)=\int_x^\infty\frac{e^{-s}}{s}ds .$$

For small $x$, integration by parts and $\int_0^\infty e^{-s}\ln s\,ds=-\gamma$ give $E_1(x)\approx-\ln x-\gamma$, where $\gamma\approx0.577$. Thus

$$N(>\omega_{\min})\approx A\left[\ln\frac{\sqrt2}{\omega_{\min}\tau}-\frac\gamma2\right].$$

A velocity that returns to its initial value behaves differently. For $v=u\,e^{-t^2/\tau^2}$, $|\tilde a|^2=\omega^2|\tilde v|^2=\pi u^2\omega^2\tau^2e^{-\omega^2\tau^2/2}$. The factor $\omega^2$ removes the divergence, and since $\int_0^\infty\omega\tau^2e^{-\omega^2\tau^2/2}d\omega=1$, $N=q^2u^2/(6\pi\varepsilon_0\hbar c^3)$.

### Radiated energy

Each photon carries $\hbar\omega$, which cancels the $1/\omega$ in the spectrum. The mean energy is

$$E=\int_0^\infty\hbar\omega\frac{dN}{d\omega}d\omega=\frac{q^2}{6\pi^2\varepsilon_0c^3}\int_0^\infty|\tilde{\mathbf a}|^2d\omega=\frac{q^2}{6\pi\varepsilon_0c^3}\int|\mathbf a|^2dt .$$

The last step is Parseval's theorem, $\int_{-\infty}^{\infty}|\tilde{\mathbf a}|^2d\omega=2\pi\int|\mathbf a|^2dt$, with half of the left side coming from positive frequencies. This is the classical Larmor energy. For the reversal,

$$E=\hbar A\int_0^\infty e^{-\omega^2\tau^2/2}d\omega=\frac{\hbar A}{\tau}\sqrt{\frac\pi2},$$

and the fraction carried below $\omega$ is $\mathrm{erf}(\omega\tau/\sqrt2)$, which vanishes linearly as $\omega\to0$. A finite $\tau$ is essential: an instantaneous kick would give infinite energy, from high frequencies.

### What a detector registers

Suppose an ideal detector sees every photon above $\omega_r$ and none below. Keep a lower cutoff $\lambda<\omega_r$, and write $N(a,b)$ for the mean number between $a$ and $b$. "No click" allows any number of unseen photons:

$$P_{\text{no click}}=e^{-N(\lambda,\infty)}\sum_{n=0}^\infty\frac{N(\lambda,\omega_r)^n}{n!}=e^{-N(\lambda,\infty)+N(\lambda,\omega_r)}=e^{-N(\omega_r,\infty)} .$$

The cutoff $\lambda$ has dropped out. To order $q^2$ the expression reads $1-N(\lambda,\infty)+N(\lambda,\omega_r)$. The negative term is the loss of vacuum probability, which in the amplitude comes from a photon emitted and reabsorbed; the positive term is real soft emission. Each diverges as $\lambda\to0$, but their sum does not.

### Your bunch

If all electrons are turned at the same time and the bunch is much smaller than $c\tau=0.30$ mm, they radiate in phase and act as one charge, $q=100e$ in magnitude. If instead a static field turns them, each electron follows the same path delayed by its offset divided by $u$, and the bunch must be much shorter than $u\tau=0.03$ mm: a Gaussian bunch of rms length $\sigma$ reduces the coherent spectrum by $e^{-\omega^2\sigma^2/u^2}$, which for $\sigma=30\ \mu$m lowers the energy found below from 0.51 to 0.30 meV. The reversal needs a peak field $m_e\Delta v/(\sqrt\pi\,\tau e)\approx190$ MV/m. I ignore the mutual repulsion, which is of order 50 meV per electron for a 3 µm bunch, against a kinetic energy of 2.57 keV. With $\Delta v=0.2c$ and $\tau=1$ ps, $A=0.619$. For $\omega_{\min}=10^9$ rad/s,

$$N=0.6194\left[\ln\frac{\sqrt2}{10^{-3}}-0.2886\right]=4.31,\qquad P(0)=e^{-4.31}=0.013 .$$

Each further factor of 1000 in the cutoff adds $0.6194\ln1000=4.28$ photons, so $N=17.2$ at 1 rad/s. This assumes steady flight for much longer than $1/\omega_{\min}$ both before and after the reversal, and a start and stop that are slow compared with $1/\omega_{\min}$. A faster start or stop is a kick of size $u$ and adds $A/4$ each to the coefficient of the logarithm: with a 1 ps start and stop, $N$ above $10^9$ rad/s is $1.5\times4.31=6.47$. At 1 rad/s that means well over $3\times10^7$ m on each side, so this value belongs to the idealized path, not to a laboratory bunch. A real bunch that starts from rest and is finally stopped has no net velocity change, and its $N$ stops growing once $1/\omega_{\min}$ exceeds the duration of the whole motion.

The energy hardly notices the cutoff: with $\hbar/\tau=0.658$ meV,

$$E=0.658\times0.6194\times1.2533\ \text{meV}=0.511\ \text{meV}=8.19\times10^{-23}\ \text{J},$$

and only a fraction $8.0\times10^{-4}$ of it lies below $10^9$ rad/s.

For a detector threshold of $10^{11}$ rad/s, $N(\omega_r,\infty)=1.46$ and the no-click probability is 0.231. With $\lambda=10^9$ rad/s the two factors are $0.01337\times17.30$; with $\lambda=1$ rad/s they are $3.559\times10^{-8}\times6.500\times10^6$. Both products are 0.231. These probabilities assume that the field starts in the vacuum, which requires $k_BT\ll\hbar\omega$ at the threshold: $\hbar\omega/k_B$ is 0.76 K at $10^{11}$ rad/s and 7.6 mK at $10^9$ rad/s. At 4 K, blackbody radiation already holds about $1.3\times10^3$ photons per cm$^3$ above $10^{11}$ rad/s, so a detector in warmer surroundings registers mainly thermal photons.

The prescribed current neglects recoil, so photon energies must be far below the kinetic energy. Here $\hbar/\tau$ is 0.66 meV against 2.57 keV per electron. With the full retarded phase kept, the angle-integrated spectrum exceeds the dipole one by 0.4% of the dipole value at $\omega\tau\to0$ and by 0.5% at $\omega\tau=1$. The numbers above are dipole-model values, so their third figure is not reliable for the real path. The error is amplified in $e^{-N}$: 0.4% of $N=17.2$ is 0.07, which changes $e^{-N}$ by about 7%. The four-figure factors are given only to display the cancellation of $\lambda$ within the model.

For a single electron on the same path, $A$ is $10^4$ times smaller, $6.2\times10^{-5}$. Reaching $N=1$ would then need a cutoff about 7000 decades below $1/\tau$. The divergence is still there in principle, but at any attainable cutoff a single electron most probably emits no photon at all.

The numerical check solves the Schrödinger equation for one driven mode and compares the result with the coherent state, phase included; it also tests the photon number, the energy and the cancellation of the cutoff.

## Values computed for the example and the checks

```
SINGLE MODE (mode frequency = 1)
coupling g0 = 0.8, switch-off time = 60
mean number, Schroedinger equation = 0.38877
mean number, adiabatic formula = 0.38818
P(0): computed 0.67789, Poisson 0.67789
P(1): computed 0.26354, Poisson 0.26354
P(2): computed 0.05123, Poisson 0.05123
P(3): computed 0.00664, Poisson 0.00664
largest amplitude error = 4.2e-07
BUNCH REVERSAL
electrons = 100, beta = 0.1, tau = 1.0e-12 s
charge magnitude q = 1.6022e-17 C
velocity change = 5.9958e+07 m/s
length c tau = 2.9979e-04 m
soft-photon strength A = 0.61942
box-mode sum, w tau > 0.5: 0.5020; formula 0.5028
cutoff 1e+09 rad/s: N = 4.3147, P(0) = 1.337e-02, energy fraction below = 7.98e-04
cutoff 1e+06 rad/s: N = 8.5935, P(0) = 1.853e-04, energy fraction below = 7.98e-07
cutoff 1e+03 rad/s: N = 12.8723, P(0) = 2.568e-06, energy fraction below = 7.98e-10
cutoff 1e+00 rad/s: N = 17.1511, P(0) = 3.559e-08, energy fraction below = 7.98e-13
N added per factor 1000 in cutoff = 4.2788
mean photon energy sum = 8.1869e-23 J = 0.5110 meV
classical Larmor energy = 8.1869e-23 J
same energy for tau/2 = 1.6374e-22 J
photon energy scale hbar/tau = 0.6582 meV
kinetic energy per electron = 2574.3 eV
DETECTOR THRESHOLD
threshold = 1e+11 rad/s, N above it = 1.4637
no-detection probability = 0.23137
cutoff 1e+09 rad/s: 1.337e-02 x 1.730e+01 = 0.23137
cutoff 1e+06 rad/s: 1.853e-04 x 1.249e+03 = 0.23137
cutoff 1e+03 rad/s: 2.568e-06 x 9.009e+04 = 0.23137
cutoff 1e+00 rad/s: 3.559e-08 x 6.500e+06 = 0.23137
LIMITS OF THE RESULT
pulse with no net velocity change: N = 0.48649, formula 0.48649
retardation correction at w tau = 0: 0.403 %
retardation correction at w tau = 1: 0.537 %
one electron: A = 6.1942e-05
one electron: N = 1 needs a cutoff 7011 decades below 1/tau
```
